**Andersen's force theorem in a sphere model and a one-dimensional molecule**

For displaced spheres of fixed radius, the program tests dE = dB + dE_M to first order. Here E is the total energy, B is the sum of occupied one-electron energies with the potential frozen in each sphere, and E_M is the Coulomb energy of the frozen net sphere charges. It asserts that G[v,n] = B[v] − (v,n) + F[n] is stationary under independent changes of the potential v and the density n, where F holds all energy terms except the kinetic and coupling energy. It also asserts that the potential response cancels between the band and double-counting parts, and that the frozen-potential error falls about fourfold when the displacement is halved. In the sphere model the frozen band slope 0.3717 and the Madelung slope 0.0073 add up to the self-consistent slope of 0.3790 hartree/bohr. For a molecule cut in real space, the program asserts that the surface term n(ε_xc − μ_xc) is needed, where ε_xc is the exchange-correlation energy per electron and μ_xc the corresponding potential. With this term the slope is −0.02770 hartree/bohr, against −0.02772 from self-consistent energies; without it the slope is −0.11137. The Hellmann–Feynman slope is also asserted to agree with the self-consistent one.

## Program and output

```python
"""
Andersen's force theorem, tested on two self-consistent models (atomic units).

Result under test, for spheres of fixed radius that are displaced:
  dE = dB (potentials frozen in each sphere) + dE_M (sphere charges frozen)
B   : sum of occupied one-electron energies, two electrons per orbital
E_M : Coulomb energy of the net sphere charges q = Z - (electrons in sphere)
G[v,n] = B[v] - sum(v*n) + F[n], stationary in v and n independently
F   : all energy terms other than the one-electron kinetic/coupling energy
For touching cells cut from real space, a planar cut where the right half
moves away adds n*(eps_xc - mu_xc), taken at the cut.
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants, angstrom

# ---------------- Model 1: four spheres, s-wave radial grids ----------------
charges = np.array([3.0, 1.0, 3.0, 1.0])
centres = np.array([0.0, 5.0, 10.5, 15.5])
n_spheres, n_radial, radius = 4, 30, 2.5
n_occ = int(charges.sum()) // 2
coupling_strength, coupling_decay = 0.2, 1.0
dr = radius / n_radial
r = (np.arange(n_radial) + 0.5) * dr
shell_coulomb = 1.0 / np.maximum(r[:, None], r[None, :])

# -u''/2 with u(0)=0 and u'(radius)=0 before the spheres are coupled
diagonal = np.full(n_radial, 1.0 / dr**2)
diagonal[0], diagonal[-1] = 1.5 / dr**2, 0.5 / dr**2
off = np.full(n_radial - 1, -0.5 / dr**2)
radial_kinetic = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
kinetic_blocks = np.kron(np.eye(n_spheres), radial_kinetic)
surface_index = (np.arange(n_spheres) + 1) * n_radial - 1


def geometry(shift):
    x = centres.copy()
    x[3] += shift
    return x


def distances(x):
    d = np.abs(x[:, None] - x[None, :])
    np.fill_diagonal(d, np.inf)
    return d


def bands(v, x):
    """Band energy, electrons in every radial shell, and gap."""
    h = kinetic_blocks.copy()
    hop = coupling_strength * np.exp(-coupling_decay * (distances(x) - 2 * radius))
    h[np.ix_(surface_index, surface_index)] -= hop / dr
    h[np.diag_indices_from(h)] += v.ravel()
    e, c = eigh(h, subset_by_index=[0, n_occ])
    shells = 2 * np.sum(c[:, :n_occ]**2, axis=1).reshape(n_spheres, n_radial)
    return 2 * e[:n_occ].sum(), shells, e[n_occ] - e[n_occ - 1]


def exchange(shells):
    rho = shells / (4 * np.pi * r**2 * dr)
    return -0.75 * np.cbrt(3 / np.pi) * np.cbrt(rho)


def madelung_energy(q, x):
    return 0.5 * q @ (1 / distances(x)) @ q


def functional(shells, x):
    own = np.sum(shells * (-charges[:, None] / r + exchange(shells)))
    own += 0.5 * np.sum(shells * (shells @ shell_coulomb))
    return own + madelung_energy(charges - shells.sum(axis=1), x)


def own_potential(shells):
    return (-charges[:, None] / r + shells @ shell_coulomb
            + 4 / 3 * exchange(shells))


def madelung_shift(q, x):
    return -(1 / distances(x)) @ q


def potential(shells, x):
    q = charges - shells.sum(axis=1)
    return own_potential(shells) + madelung_shift(q, x)[:, None]


def solve_spheres(x, shells):
    for _ in range(3000):
        v = potential(shells, x)
        band, out, gap = bands(v, x)
        if np.max(np.abs(out - shells)) < 1e-11:
            energy = band - np.sum(v * out) + functional(out, x)
            return energy, band, v, out, gap
        shells = shells + 0.15 * (out - shells)
    raise AssertionError("sphere model did not converge")


profile = r**2 * np.exp(-2 * r)
guess = charges[:, None] * profile / profile.sum()
x0 = geometry(0.0)
E0, B0, v0, n0, gap0 = solve_spheres(x0, guess)
q0 = charges - n0.sum(axis=1)
assert gap0 > 0.05

# Independent random changes of v and n: G has no first-order change
rng = np.random.default_rng(4)
dv_trial = rng.uniform(-1, 1, v0.shape)
dn_trial = n0 * rng.uniform(-1, 1, n0.shape)


def trial_energy(v, shells, x):
    return bands(v, x)[0] - np.sum(v * shells) + functional(shells, x)


eps = 1e-4
G_slope = (trial_energy(v0 + eps * dv_trial, n0 + eps * dn_trial, x0)
           - trial_energy(v0 - eps * dv_trial, n0 - eps * dn_trial, x0)) / (2 * eps)
B_trial_slope = (bands(v0 + eps * dv_trial, x0)[0]
                 - bands(v0 - eps * dv_trial, x0)[0]) / (2 * eps)
assert abs(G_slope) < 1e-5
assert abs(B_trial_slope - np.sum(n0 * dv_trial)) < 1e-5

# Slopes with respect to the outward displacement of the last sphere
step = 0.002
xp, xm = geometry(step), geometry(-step)
Ep, Bp, vp, _, _ = solve_spheres(xp, n0)
Em, Bm, vm, _, _ = solve_spheres(xm, n0)
total_slope = (Ep - Em) / (2 * step)
frozen_band_slope = (bands(v0, xp)[0] - bands(v0, xm)[0]) / (2 * step)
madelung_slope = (madelung_energy(q0, xp) - madelung_energy(q0, xm)) / (2 * step)
theorem_slope = frozen_band_slope + madelung_slope
assert abs(total_slope - theorem_slope) < 2e-6

# Cancellation of the potential response P between band and double counting
scf_band_slope = (Bp - Bm) / (2 * step)
double_count_slope = ((Ep - Bp) - (Em - Bm)) / (2 * step)
response = np.sum(n0 * (vp - vm)) / (2 * step)
assert abs(scf_band_slope - frozen_band_slope - response) < 1e-5
assert abs(double_count_slope + response - madelung_slope) < 1e-5

# Mistaken recipe: Madelung constants follow the spheres in the band problem
v_own = own_potential(n0)
following_slope = (bands(v_own + madelung_shift(q0, xp)[:, None], xp)[0]
                   - bands(v_own + madelung_shift(q0, xm)[:, None], xm)[0]) / (2 * step)
shift_slope = (madelung_shift(q0, xp) - madelung_shift(q0, xm)) / (2 * step)
extra = n0.sum(axis=1) @ shift_slope
assert abs(following_slope - frozen_band_slope - extra) < 1e-5

# Finite displacements: the error of the frozen result is second order
finite = []
for shift in (0.1, 0.02, 0.01):
    xs = geometry(shift)
    exact = solve_spheres(xs, n0)[0] - E0
    frozen = (bands(v0, xs)[0] - B0
              + madelung_energy(q0, xs) - madelung_energy(q0, x0))
    finite.append((shift, exact, frozen, frozen - exact))
error_ratio = finite[1][3] / finite[2][3]
assert 3.5 < error_ratio < 4.5

# -------- Model 2: one-dimensional Kohn-Sham molecule cut at x = 0 ---------
h = 0.02
cut = 700
x = h * np.arange(-cut, cut + 1)
Z_left, Z_right, X_left, X_right = 3.0, 1.0, -1.2, 1.3
xc_strength = 0.5


def soft(d):
    return 1 / np.sqrt(d**2 + 1)


pair = soft(x[:, None] - x[None, :])


def line_bands(v):
    e, c = eigh_tridiagonal(1 / h**2 + v, np.full(len(x) - 1, -0.5 / h**2),
                            select='i', select_range=(0, 1))
    return 2 * e.sum(), 2 * np.sum(c**2, axis=1) / h


def solve_line(move, n):
    v_ext = -Z_left * soft(x - X_left) - Z_right * soft(x - X_right - move)
    repulsion = Z_left * Z_right * soft(X_right + move - X_left)
    for _ in range(2000):
        v = v_ext + h * pair @ n - 4 / 3 * xc_strength * np.cbrt(n)
        band, out = line_bands(v)
        if np.max(np.abs(out - n)) < 1e-9:
            energy = (band - h * np.sum(v * out) + h * np.sum(v_ext * out)
                      + 0.5 * h**2 * out @ pair @ out
                      - xc_strength * h * np.sum(out * np.cbrt(out)) + repulsion)
            return energy, v, out
        n = n + 0.2 * (out - n)
    raise AssertionError("line model did not converge")


start = 3 * np.exp(-(x - X_left)**2) + np.exp(-(x - X_right)**2)
start *= 4 / (h * start.sum())
E_line, v_line, n_line = solve_line(0.0, start)
move = 0.005
line_slope = (solve_line(move, n_line)[0]
              - solve_line(-move, n_line)[0]) / (2 * move)

# Rigid shift of the right half: insert or delete one grid value at the cut
v_apart = np.insert(v_line, cut, v_line[cut])[:-1]
v_closer = np.append(np.delete(v_line, cut), v_line[-1])
line_band_slope = (line_bands(v_apart)[0] - line_bands(v_closer)[0]) / (2 * h)

# Coulomb energy between the two rigid halves, nuclei included
weight = np.ones(cut + 1)
weight[-1] = 0.5
pos_left = np.append(x[:cut + 1], X_left)
pos_right = np.append(x[cut:], X_right)
q_left = np.append(-h * n_line[:cut + 1] * weight, Z_left)
q_right = np.append(-h * n_line[cut:] * weight[::-1], Z_right)


def halves_energy(u):
    return q_left @ soft(pos_right[None, :] + u - pos_left[:, None]) @ q_right


line_es_slope = (halves_energy(1e-3) - halves_energy(-1e-3)) / 2e-3
n_cut = n_line[cut]
eps_xc = -xc_strength * np.cbrt(n_cut)
mu_xc = 4 / 3 * eps_xc
surface_term = n_cut * (eps_xc - mu_xc)
line_sum = line_band_slope + line_es_slope + surface_term
# tolerance: grid and finite-step errors of order h**2 = 4e-4
assert abs(line_slope - line_sum) < 3e-4
assert abs(line_slope - line_band_slope - line_es_slope) > 3e-3

# Hellmann-Feynman: v and n held fixed in space, only the nucleus moves
d = x - X_right
bond = X_right - X_left
hellmann_feynman = (-Z_right * h * np.sum(n_line * d * soft(d)**3)
                    - Z_left * Z_right * bond * soft(bond)**3)
assert abs(hellmann_feynman - line_slope) < 1e-4

# ------------------------------- Output ------------------------------------
hartree_ev = physical_constants['Hartree energy in eV'][0]
bohr_angstrom = physical_constants['Bohr radius'][0] / angstrom
force_unit = hartree_ev / bohr_angstrom
print("SPHERE MODEL (slopes in hartree/bohr)")
print("nuclear charges (e):", charges)
print("sphere centres (bohr):", centres)
print(f"sphere radius: {radius:.2f} bohr; radial points: {n_radial}")
print(f"coupling strength: {coupling_strength:.2f} hartree bohr")
print(f"coupling decay: {coupling_decay:.2f} 1/bohr")
print("net sphere charges (e):", np.round(q0, 4))
print(f"gap: {gap0:.4f} hartree")
print(f"total energy: {E0:.6f} hartree")
print(f"band energy: {B0:.6f} hartree")
print(f"random trial, slope of B alone: {B_trial_slope:.6f} hartree")
print(f"random trial, slope of G: {G_slope:.1e} hartree")
print(f"self-consistent total slope: {total_slope:.7f}")
print(f"frozen band slope: {frozen_band_slope:.7f}")
print(f"frozen-charge Madelung slope: {madelung_slope:.7f}")
print(f"force-theorem sum: {theorem_slope:.7f}")
print(f"force-theorem sum: {theorem_slope * force_unit:.5f} eV/angstrom")
print(f"self-consistent band slope: {scf_band_slope:.6f}")
print(f"potential response P: {response:.6f}")
print(f"double-counting slope: {double_count_slope:.6f}")
print(f"band slope, Madelung constants following: {following_slope:.6f}")
print(f"extra term sum N dc: {extra:.6f}")
print("finite displacement: exact, frozen, error (microhartree)")
for shift, exact, frozen, error in finite:
    print(f"  {shift:.2f} bohr: {exact*1e6:.3f}, {frozen*1e6:.3f}, {error*1e6:.3f}")
print(f"error ratio, 0.02 to 0.01 bohr: {error_ratio:.3f}")
print("REAL-SPACE LINE MODEL (slopes in hartree/bohr)")
print(f"nuclear charges: {Z_left:.0f}, {Z_right:.0f} e")
print(f"nuclear positions: {X_left:.1f}, {X_right:.1f} bohr; cut at 0")
print(f"grid spacing: {h:.2f} bohr; exchange strength: {xc_strength:.2f} a.u.")
print(f"total energy: {E_line:.6f} hartree")
print(f"density at cut: {n_cut:.5f} 1/bohr")
print(f"eps_xc, mu_xc at cut: {eps_xc:.5f}, {mu_xc:.5f} hartree")
print(f"self-consistent total slope: {line_slope:.5f}")
print(f"frozen band slope: {line_band_slope:.5f}")
print(f"electrostatic slope between halves: {line_es_slope:.5f}")
print(f"sum without surface term: {line_band_slope + line_es_slope:.5f}")
print(f"surface term: {surface_term:.5f}")
print(f"sum with surface term: {line_sum:.5f}")
print(f"Hellmann-Feynman slope: {hellmann_feynman:.5f}")
print("every check passed")
```

Running it gives:

```
SPHERE MODEL (slopes in hartree/bohr)
nuclear charges (e): [3. 1. 3. 1.]
sphere centres (bohr): [ 0.   5.  10.5 15.5]
sphere radius: 2.50 bohr; radial points: 30
coupling strength: 0.20 hartree bohr
coupling decay: 1.00 1/bohr
net sphere charges (e): [ 0.5023 -0.4448  0.426  -0.4834]
gap: 0.2273 hartree
total energy: -16.740418 hartree
band energy: -8.380509 hartree
random trial, slope of B alone: 0.525780 hartree
random trial, slope of G: 9.9e-10 hartree
self-consistent total slope: 0.3790053
frozen band slope: 0.3717082
frozen-charge Madelung slope: 0.0072972
force-theorem sum: 0.3790054
force-theorem sum: 19.48924 eV/angstrom
self-consistent band slope: 0.303920
potential response P: -0.067789
double-counting slope: 0.075086
band slope, Madelung constants following: 0.332964
extra term sum N dc: -0.038744
finite displacement: exact, frozen, error (microhartree)
  0.10 bohr: 35286.068, 34840.907, -445.161
  0.02 bohr: 7470.644, 7452.215, -18.429
  0.01 bohr: 3762.525, 3757.899, -4.627
error ratio, 0.02 to 0.01 bohr: 3.983
REAL-SPACE LINE MODEL (slopes in hartree/bohr)
nuclear charges: 3, 1 e
nuclear positions: -1.2, 1.3 bohr; cut at 0
grid spacing: 0.02 bohr; exchange strength: 0.50 a.u.
total energy: -5.166501 hartree
density at cut: 0.59643 1/bohr
eps_xc, mu_xc at cut: -0.42088, -0.56117 hartree
self-consistent total slope: -0.02772
frozen band slope: -0.20224
electrostatic slope between halves: 0.09086
sum without surface term: -0.11137
surface term: 0.08368
sum with surface term: -0.02770
Hellmann-Feynman slope: -0.02772
every check passed
```
